# Symmetry numbers and the equilibrium constant for halide scrambling: a numerical check

```python
"""
Result under test: for MX4 + MY4 <-> 2 MX2Y2 (tetrahedral ideal gases),
    K = sigma(MX4) * sigma(MY4) / sigma(MX2Y2)**2 = 36
for classical nuclei, additive bond terms and a common angular potential.
sigma: number of proper rotations that preserve the ligand labels.
M: central atom; X, Y: two halide ligands; K: equilibrium constant.
Independent checks: rotations found from geometry, sums over permitted
quantum rotational levels, normal modes with inertia tensors, and random
placement of ligands. Model parameters are round values, not a real molecule.
"""
from itertools import combinations, permutations
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq

kB, hbar, eV = const.k, const.hbar, const.e
u = const.atomic_mass
T = 400.0
pressure_torr = 1.0
mass_u = {"M": 48.0, "X": 35.0, "Y": 80.0}
bond_nm = {"X": 0.22, "Y": 0.23}
stretch = {"X": 280.0, "Y": 230.0}          # N/m
bend_eV = 3.0                              # eV/rad^2
common_bend = {"XX": bend_eV, "XY": bend_eV, "YY": bend_eV}

# The first two vertices share +z, so z is the half-turn axis of XXYY.
vertices = np.array([[1, 1, 1], [-1, -1, 1],
                     [1, -1, -1], [-1, 1, -1]]) / np.sqrt(3.0)
pairs = list(combinations(range(4), 2))


def proper_rotations(labels):
    """Rotation matrices that map the labelled tetrahedron onto itself."""
    found = []
    for perm in permutations(range(4)):
        matrix = vertices[list(perm)].T @ np.linalg.pinv(vertices.T)
        assert np.allclose(matrix @ matrix.T, np.eye(3))
        same_labels = all(labels[perm[i]] == labels[i] for i in range(4))
        if np.linalg.det(matrix) > 0 and same_labels:
            found.append(matrix)
    return found


species = ["YYYY", "XYYY", "XXYY", "XXXY", "XXXX"]   # index = number of X
sigma = {s: len(proper_rotations(s)) for s in species}
K_sigma = sigma["XXXX"] * sigma["YYYY"] / sigma["XXYY"]**2
assert K_sigma == 36


def geometry(labels):
    """Atomic masses (kg) and equilibrium positions (m), M first."""
    masses = u * np.array([mass_u["M"]] + [mass_u[a] for a in labels])
    positions = np.zeros((5, 3))
    for i, ligand in enumerate(labels):
        positions[i + 1] = bond_nm[ligand] * 1e-9 * vertices[i]
    return masses, positions


def inertia_tensor(labels):
    masses, positions = geometry(labels)
    centred = positions - masses @ positions / masses.sum()
    return (np.eye(3) * np.sum(masses[:, None] * centred**2)
            - (centred.T * masses) @ centred)


# Sums over permitted rotational levels, for ligands of nuclear spin zero.
T_rot = 20.0


def classical_rotation(labels, temperature):
    """Classical rotational partition function without division by sigma."""
    moments = np.linalg.eigvalsh(inertia_tensor(labels))
    return np.sqrt(np.pi * np.prod(2 * moments * kB * temperature / hbar**2))


def spherical_level_sum(labels, temperature):
    """Keep only rotational states unchanged by all 12 rotations."""
    B = hbar**2 / (2 * inertia_tensor(labels)[0, 0])
    angles = [np.arccos(np.clip((np.trace(R) - 1) / 2, -1, 1))
              for R in proper_rotations(labels)]
    total = 0.0
    for J in range(250):
        characters = [2 * J + 1 if a < 1e-6 else
                      np.sin((J + 0.5) * a) / np.sin(a / 2) for a in angles]
        copies = np.sum(characters) / len(angles)
        assert abs(copies - round(copies)) < 1e-5
        total += ((2 * J + 1) * round(copies)
                  * np.exp(-B * J * (J + 1) / (kB * temperature)))
    return total


def half_turn_level_sum(labels, temperature):
    """Asymmetric top; the half-turn about z permits only even k."""
    tensor = inertia_tensor(labels)
    Ix, Iy = np.linalg.eigvalsh(tensor[:2, :2])
    A, B, C = hbar**2 / (2 * np.array([Ix, Iy, tensor[2, 2]]))
    total = 0.0
    for J in range(180):
        top = J - J % 2
        k = np.arange(-top, top + 1, 2, dtype=float)
        JJ = J * (J + 1)
        diagonal = (A + B) / 2 * (JJ - k**2) + C * k**2
        lower = k[:-1]
        off = (A - B) / 4 * np.sqrt((JJ - lower * (lower + 1))
                                    * (JJ - (lower + 1) * (lower + 2)))
        if len(k) == 1:
            levels = diagonal
        else:
            levels = eigvalsh_tridiagonal(diagonal / kB, off / kB) * kB
        total += (2 * J + 1) * np.exp(-levels / (kB * temperature)).sum()
    return total


sigma_from_levels = {
    "XXXX": classical_rotation("XXXX", T_rot)
            / spherical_level_sum("XXXX", T_rot),
    "YYYY": classical_rotation("YYYY", T_rot)
            / spherical_level_sum("YYYY", T_rot),
    "XXYY": classical_rotation("XXYY", T_rot)
            / half_turn_level_sum("XXYY", T_rot)}
for name, value in sigma_from_levels.items():
    # The tolerance covers the quantum correction of order B/(4 kB T).
    assert abs(value / sigma[name] - 1) < 3e-3


def internal_coordinates(flat):
    """Four bond lengths followed by six ligand-M-ligand angles."""
    positions = flat.reshape(5, 3)
    bonds = positions[1:] - positions[0]
    lengths = np.linalg.norm(bonds, axis=1)
    directions = bonds / lengths[:, None]
    angles = [np.arccos(directions[i] @ directions[j]) for i, j in pairs]
    return np.concatenate([lengths, angles])


def frequencies(labels, bends):
    """Nine angular frequencies (rad/s) from the Cartesian Hessian."""
    masses, positions = geometry(labels)
    flat, step = positions.ravel(), 1e-14
    derivative = np.zeros((10, 15))
    for column in range(15):
        shift = np.zeros(15)
        shift[column] = step
        derivative[:, column] = (internal_coordinates(flat + shift)
                                 - internal_coordinates(flat - shift)) / (2 * step)
    force = [stretch[a] for a in labels]
    force += [bends["".join(sorted(labels[i] + labels[j]))] * eV
              for i, j in pairs]
    hessian = derivative.T @ np.diag(force) @ derivative
    root_mass = np.sqrt(np.repeat(masses, 3))
    squares = np.linalg.eigvalsh(hessian / np.outer(root_mass, root_mass))
    assert np.max(np.abs(squares[:6])) < 1e-7 * squares[-1]
    assert squares[6] > 1e-4 * squares[-1]
    return np.sqrt(squares[6:])


def reaction_ratio(function):
    """Square of the product value over the two reactant values."""
    return function("XXYY")**2 / (function("XXXX") * function("YYYY"))


def vibration(labels, temperature, bends, quantum):
    x = hbar * frequencies(labels, bends) / (kB * temperature)
    return np.prod(1 / (2 * np.sinh(x / 2)) if quantum else 1 / x)


translation_ratio = reaction_ratio(lambda s: geometry(s)[0].sum()**1.5)
rotation_ratio = reaction_ratio(lambda s: classical_rotation(s, T))


def vibration_ratio(temperature, bends, quantum):
    return reaction_ratio(lambda s: vibration(s, temperature, bends, quantum))


def full_K(temperature, bends, quantum):
    return (K_sigma * translation_ratio * rotation_ratio
            * vibration_ratio(temperature, bends, quantum))


vib_classical = vibration_ratio(T, common_bend, False)
non_symmetry = translation_ratio * rotation_ratio * vib_classical
assert abs(non_symmetry - 1) < 1e-6
assert min(abs(f - 1) for f in
           (translation_ratio, rotation_ratio, vib_classical)) > 1e-5

# Sizes of effects outside the ideal model.
K_quantum = {t: full_K(t, common_bend, True) for t in (300.0, 400.0)}
assert all(abs(value / 36 - 1) < 0.02 for value in K_quantum.values())


def leading_term(labels):
    x = hbar * frequencies(labels, common_bend) / (kB * T)
    return np.sum(x**2) / 24


leading_reactants = leading_term("XXXX") + leading_term("YYYY")
leading_change = 2 * leading_term("XXYY") - leading_reactants
assert abs(leading_change) < 1e-2 * leading_reactants

average_bend = {"XX": 3.0, "YY": 2.4, "XY": 2.7}
soft_bend = {"XX": bend_eV, "YY": bend_eV, "XY": 0.9 * bend_eV}
K_average = full_K(T, average_bend, False)
K_soft = full_K(T, soft_bend, False)
assert abs(K_average / 36 - 1) < 0.10
assert K_soft > 1.2 * 36
energy_error = 0.01
K_up = K_sigma * np.exp(-energy_error * eV / (kB * T))
K_down = K_sigma * np.exp(energy_error * eV / (kB * T))

# Random placement of ligands, without using symmetry numbers.
rng = np.random.default_rng(12345)
molecules = 1_000_000


def shuffled_fractions(fraction_X):
    ligands = np.zeros(4 * molecules, dtype=np.int8)
    ligands[:int(round(fraction_X * 4 * molecules))] = 1
    rng.shuffle(ligands)
    counts = np.bincount(ligands.reshape(-1, 4).sum(axis=1), minlength=5)
    return counts / molecules


def symmetry_fractions(fraction_X):
    activity = fraction_X / (1 - fraction_X)
    weights = np.array([activity**n / sigma[s]
                        for n, s in enumerate(species)])
    return weights / weights.sum()


K_shuffle = {}
for p in (0.5, 0.3):
    sampled = shuffled_fractions(p)
    # Sampling errors are below 0.0005 in each fraction.
    assert np.max(np.abs(sampled - symmetry_fractions(p))) < 0.003
    K_shuffle[p] = sampled[2]**2 / (sampled[0] * sampled[4])
    assert abs(K_shuffle[p] / K_sigma - 1) < 0.06

fractions = symmetry_fractions(0.5)
extent = brentq(lambda z: (2 * z)**2 - K_sigma * (1 - z)**2, 0, 1)
delta_G = -kB * T * np.log(K_sigma) / eV
delta_G_molar = -const.R * T * np.log(K_sigma) / 1000
delta_S = const.R * np.log(K_sigma)

print(f"Temperature: {T:.0f} K; total pressure: {pressure_torr:.1f} Torr")
print("Masses M, X, Y:", *[f"{mass_u[a]:.0f}" for a in "MXY"], "u")
print("Bond lengths M-X, M-Y:", *[f"{bond_nm[a]:.2f}" for a in "XY"], "nm")
print("Stretch constants X, Y:", *[f"{stretch[a]:.0f}" for a in "XY"], "N/m")
print(f"Common angle stiffness: {bend_eV:.1f} eV/rad^2")
for s in species:
    print(f"Symmetry number of M{s}: {sigma[s]} (dimensionless)")
print(f"K from symmetry numbers: {K_sigma:.0f} (dimensionless)")
for s, value in sigma_from_levels.items():
    print(f"Symmetry factor from levels, M{s}, {T_rot:.0f} K: {value:.3f}")
for s in ("XXXX", "XXYY", "YYYY"):
    waves = frequencies(s, common_bend) / (2 * np.pi * const.c * 100)
    print(f"Lowest, highest mode of M{s}: {waves[0]:.0f}, {waves[-1]:.0f} cm^-1")
print(f"Translation ratio: {translation_ratio:.5f} (dimensionless)")
print(f"Rotation ratio without sigma: {rotation_ratio:.5f} (dimensionless)")
print(f"Classical vibration ratio: {vib_classical:.5f} (dimensionless)")
print(f"Product of these three ratios: {non_symmetry:.6f} (dimensionless)")
print(f"Reaction free energy: {delta_G:.4f} eV per reaction event")
print(f"Reaction free energy, converted: {delta_G_molar:.2f} kJ/mol")
print(f"Reaction entropy: {delta_S:.2f} J/(mol K)")
for s, x in zip(species, fractions):
    print(f"Partial pressure of M{s}, equal X and Y: {x*pressure_torr:.4f} Torr")
print(f"MX2Y2 fraction if other mixed species are forbidden: {extent:.4f}")
for p, value in K_shuffle.items():
    print(f"K from random shuffle, X fraction {p:.1f}: {value:.2f}")
print(f"Molecules in each shuffle: {molecules}")
for t, value in K_quantum.items():
    print(f"K with quantum vibrations at {t:.0f} K: {value:.3f}")
print(f"Leading quantum term, reactants, 400 K: {leading_reactants:.4f}")
print(f"Change of that term in reaction: {leading_change:.2e}")
print(f"Reaction-energy error tried: {energy_error:.2f} eV")
print(f"K for positive, negative error: {K_up:.1f}, {K_down:.1f}")
print("Unequal angle stiffness XX, XY, YY:",
      *[f"{average_bend[a]:.1f}" for a in ("XX", "XY", "YY")], "eV/rad^2")
print(f"Classical K with that average mixed stiffness: {K_average:.2f}")
print(f"Softened mixed-angle stiffness: {soft_bend['XY']:.1f} eV/rad^2")
print(f"Classical K with softened mixed angles: {K_soft:.2f}")
print("done: every assertion held")
```

Printed output:

```
Temperature: 400 K; total pressure: 1.0 Torr
Masses M, X, Y: 48 35 80 u
Bond lengths M-X, M-Y: 0.22 0.23 nm
Stretch constants X, Y: 280 230 N/m
Common angle stiffness: 3.0 eV/rad^2
Symmetry number of MYYYY: 12 (dimensionless)
Symmetry number of MXYYY: 3 (dimensionless)
Symmetry number of MXXYY: 2 (dimensionless)
Symmetry number of MXXXY: 3 (dimensionless)
Symmetry number of MXXXX: 12 (dimensionless)
K from symmetry numbers: 36 (dimensionless)
Symmetry factor from levels, MXXXX, 20 K: 11.992
Symmetry factor from levels, MYYYY, 20 K: 11.997
Symmetry factor from levels, MXXYY, 20 K: 1.999
Lowest, highest mode of MXXXX: 120, 527 cm^-1
Lowest, highest mode of MXXYY: 87, 526 cm^-1
Lowest, highest mode of MYYYY: 76, 412 cm^-1
Translation ratio: 1.18066 (dimensionless)
Rotation ratio without sigma: 1.11125 (dimensionless)
Classical vibration ratio: 0.76219 (dimensionless)
Product of these three ratios: 1.000000 (dimensionless)
Reaction free energy: -0.1235 eV per reaction event
Reaction free energy, converted: -11.92 kJ/mol
Reaction entropy: 29.80 J/(mol K)
Partial pressure of MYYYY, equal X and Y: 0.0625 Torr
Partial pressure of MXYYY, equal X and Y: 0.2500 Torr
Partial pressure of MXXYY, equal X and Y: 0.3750 Torr
Partial pressure of MXXXY, equal X and Y: 0.2500 Torr
Partial pressure of MXXXX, equal X and Y: 0.0625 Torr
MX2Y2 fraction if other mixed species are forbidden: 0.7500
K from random shuffle, X fraction 0.5: 36.06
K from random shuffle, X fraction 0.3: 35.79
Molecules in each shuffle: 1000000
K with quantum vibrations at 300 K: 35.999
K with quantum vibrations at 400 K: 36.000
Leading quantum term, reactants, 400 K: 0.8885
Change of that term in reaction: -9.54e-06
Reaction-energy error tried: 0.01 eV
K for positive, negative error: 26.9, 48.1
Unequal angle stiffness XX, XY, YY: 3.0 2.7 2.4 eV/rad^2
Classical K with that average mixed stiffness: 35.19
Softened mixed-angle stiffness: 2.7 eV/rad^2
Classical K with softened mixed angles: 51.09
done: every assertion held
```
